# Anisotropic elastic Green function by trapezoidal quadrature on the unit circle

Take a model cubic crystal with \(C_{11}=170\), \(C_{12}=120\), \(C_{44}=75\) GPa and ask for the displacement response to a point force, 1 nm away along [123]. Averaging the inverse of a \(3\times3\) matrix over 8 equally spaced angles gives it with a relative error of \(3.4\times10^{-4}\). With 16 angles the error is \(4.5\times10^{-7}\), and with 32 it is \(1.2\times10^{-13}\). A second-order rule would gain a factor of 4 at each doubling; here each doubling roughly squares the error. The reason lies in where the matrix becomes singular at complex angles.

Errors of tensors below are Frobenius norms of the difference divided by that of the converged tensor.

## Problem and conventions

Repeated indices are summed. The medium is infinite and homogeneous, and \(C_{ijkl}\) has the usual minor and major symmetries. \(G_{km}(\mathbf x)\) is displacement \(k\) at \(\mathbf x\) due to a unit static force \(m\) at the origin. It decays at infinity and satisfies

\[
C_{ijkl}\,\partial_j\partial_l G_{km}(\mathbf x)+\delta_{im}\,\delta(\mathbf x)=0 .
\]

For vectors \(\mathbf a,\mathbf b\), possibly complex, define without conjugation

\[
(ab)_{ik}=a_jC_{ijkl}b_l ,\qquad (ab)^{\mathsf T}=(ba),
\]

where the second relation follows from major symmetry. The Christoffel matrix \((nn)\) is assumed positive definite for every real unit vector \(\mathbf n\). This is strong ellipticity: every plane wave has a positive stiffness.

## From Fourier space to a circle

Put \(\mathbf k=k\mathbf n\). Two derivatives give \(-k^2n_jn_l\), so the transform of \(G\) is \((nn)^{-1}/k^2\). The volume element \(k^2dk\,d\Omega\) cancels the \(k^{-2}\):

\[
G=\frac1{8\pi^3}\int d\Omega\,(nn)^{-1}\int_0^\infty dk\,e^{ik\mathbf n\cdot\mathbf x}.
\]

Since \((nn)^{-1}\) is even in \(\mathbf n\), the sine part cancels. The cosine integral needs a regulator \(e^{-k^2\sigma^2/2}\), which replaces the point force by a Gaussian force density of width \(\sigma\):

\[
\int_0^\infty dk\,\cos(ks)\,e^{-k^2\sigma^2/2}
=\pi\,\frac{e^{-s^2/2\sigma^2}}{\sigma\sqrt{2\pi}}\;\longrightarrow\;\pi\,\delta(s).
\]

Hence

\[
G=\frac1{8\pi^2}\int d\Omega\,(nn)^{-1}\delta(\mathbf n\cdot\mathbf x).
\]

At finite \(\sigma\ll r\), averaging the Taylor series of \(G\) over the Gaussian gives \(G_\sigma=G+\tfrac12\sigma^2\nabla^2G+O(\sigma^4)\). In the example, the regularized sphere integral, done with 400 Gauss–Legendre polar nodes and 600 azimuths, differs from \(G\) by \(3.7\times10^{-4}\) at \(\sigma=0.02\) nm. Subtracting the Laplacian term leaves \(2.0\times10^{-6}\).

Write \(\mathbf x=r\mathbf T\) with \(|\mathbf T|=1\), \(r>0\), and choose \(\mathbf m,\mathbf n_0\) to complete an orthonormal frame. Then

\[
\mathbf n=u\mathbf T+\sqrt{1-u^2}\,\mathbf z(\psi),\qquad
\mathbf z=\mathbf m\cos\psi+\mathbf n_0\sin\psi,\qquad d\Omega=du\,d\psi .
\]

Because \(\delta(ru)=\delta(u)/r\), only \(u=0\) survives. Because \(\mathbf z(\psi+\pi)=-\mathbf z(\psi)\), half the circle suffices. With \(M=(zz)^{-1}\),

\[
\boxed{G=\frac1{4\pi^2r}\int_0^\pi M\,d\psi}
\]

## Derivatives

Each \(\partial_s\) acting on \(\delta(\mathbf n\cdot\mathbf x)\) gives a factor \(n_s\) and a derivative of the delta function. For \(q\) derivatives,

\[
\delta^{(q)}(ru)=r^{-q-1}\delta^{(q)}(u),\qquad
\int du\,\delta^{(q)}(u)h(u)=(-1)^qh^{(q)}(0).
\]

So we need the first \(u\)-derivative of \(n_s(nn)^{-1}\) and the second of \(n_sn_r(nn)^{-1}\), at \(u=0\). Write \(\mathbf n=\sqrt{1-u^2}\,(\mathbf z+v\mathbf T)\) with \(v=u/\sqrt{1-u^2}=u+O(u^3)\). The first expression is homogeneous of degree \(-1\) in \(\mathbf n\), so the square root contributes \(1+O(u^2)\), which does not affect a first derivative. The second has degree zero and the root drops out. We may therefore use \(\mathbf z+v\mathbf T\) and differentiate in \(v\). Let

\[
K(v)=(zz)+vB+v^2(TT),\qquad B=(zT)+(Tz).
\]

Differentiating \(KK^{-1}=1\) gives \((K^{-1})'=-K^{-1}K'K^{-1}\), and once more \((K^{-1})''=2K^{-1}K'K^{-1}K'K^{-1}-K^{-1}K''K^{-1}\). At \(v=0\), \(K'=B\) and \(K''=2(TT)\), so

\[
(K^{-1})'=-F,\quad F=MBM;\qquad (K^{-1})''=A=2MBMBM-2M(TT)M .
\]

The product rule gives \(T_sM-z_sF\) for the first derivative, and the factor \((-1)^1\) reverses its sign. For the second derivative the sign is \(+\). Thus

\[
\partial_sG=\frac1{4\pi^2r^2}\int_0^\pi\left[-T_sM+z_sF\right]d\psi,
\]

\[
\partial_s\partial_rG=\frac1{4\pi^2r^3}\int_0^\pi\left[2T_sT_rM-2(z_sT_r+z_rT_s)F+z_sz_rA\right]d\psi .
\]

In the last formula the subscript \(r\) is an index and the prefactor \(r\) is the distance. The result holds for \(\mathbf x\ne0\); the delta-function part of \(\partial\partial G\) at the origin is not included.

## Scheme

```
input C, x, N
r = |x|; T = x/r; choose orthonormal m, n0 normal to T
precompute (mm), (mn0)+(n0m), (n0n0), (TT),
           (mT)+(Tm), (n0T)+(Tn0)
S0 = S1 = S2 = 0
for j = 0 .. N-1:
    c = cos(pi*j/N); s = sin(pi*j/N); z = c*m + s*n0
    ZZ = c^2(mm) + c*s[(mn0)+(n0m)] + s^2(n0n0)
    B  = c[(mT)+(Tm)] + s[(n0T)+(Tn0)]
    M = inverse(ZZ); F = M B M
    A = 2 F B M - 2 M (TT) M
    S0 += M
    S1[p] += -T[p] M + z[p] F
    S2[p,q] += 2T[p]T[q]M - 2(z[p]T[q]+z[q]T[p])F + z[p]z[q]A
return S0/(4 pi r N), S1/(4 pi r^2 N), S2/(4 pi r^3 N)
```

The prefactor is \(1/4\pi\), not \(1/4\pi^2\), because the sum divided by \(N\) is a mean and the integral is \(\pi\) times the mean. The derivative indices `p` and `q` each run over the three axes. The contractions with \(C\) are done once per direction. Each node then costs one \(3\times3\) inverse and a few matrix products, so the work is linear in \(N\).

## Why the rule converges exponentially

Set \(t=e^{2i\psi}\) and \(\mathbf w=(\mathbf m+i\mathbf n_0)/2\). Then \(\mathbf z=\mathbf we^{-i\psi}+\mathbf w^*e^{i\psi}=e^{-i\psi}(\mathbf w+t\mathbf w^*)\), and

\[
(zz)=\frac{Q(t)}t,\qquad
Q=(ww)+t\left[(ww^*)+(w^*w)\right]+t^2(w^*w^*),\qquad M=tQ^{-1}.
\]

The singularities of \(M\) are roots of the sextic \(\det Q=0\). The middle coefficient is real and the outer two are complex conjugates, so \(Q(t)=t^2[Q(1/t^*)]^*\). Roots therefore pair as \(t\) and \(1/t^*\), with zero paired with infinity. None lies on \(|t|=1\), where \(\psi\) is real and \((zz)\) is positive definite. Three lie inside, counted with multiplicity. Let \(\rho<1\) be their largest modulus. Since \(|t|=e^{-2\,\mathrm{Im}\psi}\), the integrands are analytic for \(|\mathrm{Im}\,\psi|<-\tfrac12\ln\rho\).

All three integrands \(f\) have period \(\pi\), since they are even in \(\mathbf z\). Expand \(f=\sum_kc_ke^{2ik\psi}\). At \(\psi_j=\pi j/N\), the node mean of \(e^{2\pi ijk/N}\) is 1 if \(N\) divides \(k\) and 0 otherwise. The error of the mean is thus pure aliasing:

\[
\frac1N\sum_jf(\psi_j)-c_0=\sum_{m\ne0}c_{mN}.
\]

Take \(0<b<-\tfrac12\ln\rho\) and let \(|f|\le K_b\) for \(|\mathrm{Im}\,\psi|\le b\). In \(c_k=\pi^{-1}\int_0^\pi fe^{-2ik\psi}d\psi\), shift the path by \(-ib\) for \(k>0\) and by \(+ib\) for \(k<0\). Periodicity cancels the vertical sides, and \(|c_k|\le K_be^{-2b|k|}\). Summing the geometric series,

\[
\left|\frac1N\sum_jf(\psi_j)-c_0\right|\le\frac{2K_b}{e^{2bN}-1}.
\]

The exponent \(2b\) can be taken as close to \(-\ln\rho\) as desired, at the price of a growing \(K_b\).

Periodicity is essential. On the interval from 0 to 2 rad the integrand is equally smooth, but its end derivatives differ, and the leading Euler–Maclaurin error \(h^2[f'(2)-f'(0)]/12\) remains. The composite trapezoidal rule there has errors \(1.98\times10^{-4}\) with 40 steps and \(4.95\times10^{-5}\) with 80, relative to a 120-point Gauss–Legendre value: a factor of 4.00.

## The error in closed form

For simple roots \(t_\alpha\), let \(Q(t_\alpha)a_\alpha=0\). Near the root write \(Q^{-1}=W_\alpha/(t-t_\alpha)+R+\dots\). The singular order of \(QQ^{-1}=1\) says \(Q(t_\alpha)W_\alpha=0\), so, \(Q\) being symmetric, \(W_\alpha=\gamma a_\alpha a_\alpha^{\mathsf T}\). The next order is \(Q'W_\alpha+Q(t_\alpha)R=1\). Multiplying from the left by \(a_\alpha^{\mathsf T}\) removes the second term and fixes \(\gamma\):

\[
W_\alpha=\frac{a_\alpha a_\alpha^{\mathsf T}}{a_\alpha^{\mathsf T}Q'(t_\alpha)a_\alpha}.
\]

With \(d\psi=dt/(2it)\) and \(M=tQ^{-1}\), for \(k\ge0\),

\[
c_{-k}=\frac1{2\pi i}\oint Q^{-1}t^k\,dt=\sum_\alpha W_\alpha t_\alpha^k .
\]

Because \(M\) is real on the circle, \(c_k=c_{-k}^*\). Summing \(1+2\sum_{m\ge1}t_\alpha^{mN}\) gives the node mean

\[
\frac1N\sum_jM(\psi_j)=\mathrm{Re}\sum_\alpha W_\alpha\frac{1+t_\alpha^N}{1-t_\alpha^N},
\qquad G=\frac1{4\pi r}\sum_\alpha W_\alpha .
\]

For the [123] direction, a generalized eigenvalue solver applied to the linearized quadratic problem \(Q(t)a=0\) gives the moduli 0.405, 0.330 and 0.257. Hence \(\rho=0.405\) and \(-\ln\rho=0.904\) per node. Four extra nodes should multiply the error by about \(\rho^4=0.027\). The actual factor from \(N=8\) to 12 is \(8.2\times10^{-6}/3.4\times10^{-4}=0.024\), and from 12 to 16 it is 0.055. The two smaller roots still contribute about a fifth of the error norm at \(N=8\) and 12, but the factor varies mainly because the roots are complex: \(t_\alpha^N\) rotates as it shrinks, and its phase enters the real part. That phase depends on the origin of \(\psi\): turning \(\mathbf m\) by an angle \(\varphi\) towards \(\mathbf n_0\) multiplies every \(t_\alpha\) by \(e^{-2i\varphi}\), which leaves the moduli and \(G\) unchanged but alters the error at a given \(N\). All errors quoted for [123] use \(\mathbf m\) along \([0,3,-2]\) and \(\mathbf n_0=\mathbf T\times\mathbf m\). The closed formula reproduces the observed errors, for example \(8.2148\times10^{-6}\) at \(N=12\).

## What differentiation costs

Since \(F\) contains two factors \(M\) and \(A\) contains three, simple poles become poles of order up to two and three. A term \(g(t)/(t-t_\alpha)^{p+1}\) contributes to \(c_{-k}\) the quantity

\[
\frac1{p!}\frac{d^p}{dt^p}\left[g(t)\,t^{k-1}\right]_{t=t_\alpha}
=t_\alpha^k\times(\text{polynomial in }k\text{ of degree at most }p).
\]

The point \(t=0\) adds nothing for \(k\ge1\) if \(Q(0)\) is invertible: each \(M\) carries \(t\), each \(\mathbf z\) carries \(t^{-1/2}\), and every term of the integrands is then at least of order \(t\). The exponential rate is therefore unchanged, while the prefactor may grow like \(N\) for \(\partial G\) and \(N^2\) for \(\partial\partial G\).

These powers are present in the example. Fourier coefficients \(k=1\) to 30, from 128 samples, were fitted by least squares with the computed roots held fixed. For \(\partial\partial G\) the norm of the residual, divided by the norm of the sampled coefficients, is \(4\times10^{-3}\) with polynomials of degree 1 and \(2\times10^{-15}\) with degree 2. For \(\partial G\) it falls from \(6\times10^{-2}\) at degree 0 to \(10^{-15}\) at degree 1.

Errors relative to 200 nodes are:

| \(N\) | \(G\) | \(\partial G\) | \(\partial\partial G\) |
|---|---|---|---|
| 8 | 3.4e-4 | 2.6e-3 | 9.8e-3 |
| 16 | 4.5e-7 | 4.5e-6 | 1.4e-5 |
| 24 | 3.2e-10 | 2.5e-9 | 3.1e-8 |
| 32 | 1.2e-13 | 4.7e-12 | 3.2e-11 |

With this choice of \(\mathbf m\), the second derivative at 24 nodes is about 100 times less accurate than \(G\); the factor changes with the origin of \(\psi\). Eight more nodes more than recover that loss.

## Reading the example

Since 1 GPa is 1 nN/nm², \(G\) comes out in nm/nN. At 1 nm along [123], with 80 nodes,

\[
G=10^{-3}\begin{pmatrix}1.1306&0.1954&0.2105\\0.1954&1.3119&0.3940\\0.2105&0.3940&1.3440\end{pmatrix}\ \text{nm/nN}.
\]

A force of 1 nN along the first axis displaces this point by \(1.13\times10^{-3}\) nm along that axis, and by smaller amounts along the others. The gradient of \(G_{11}\) is \((0.2666,-0.7841,-0.9763)\times10^{-3}\) nN⁻¹. Because \(G\propto1/r\) along a ray, its radial component at \(r=1\) nm must be \(-G_{11}/r\):

\[
\frac{0.2666-2(0.7841)-3(0.9763)}{\sqrt{14}}\times10^{-3}=-1.131\times10^{-3}\ \text{nN}^{-1}.
\]

This identity tests only the term \(-T_sM\). Contracting the gradient integrand with \(T_s\) removes \(z_sF\) and leaves \(-M\) at each node, so the identity holds for any \(N\), and even if \(F\) has the wrong sign. To test the \(F\) term, compare the gradient with finite differences of \(G\). The equilibrium equation detects a wrong sign of \(F\) if it is applied to finite differences of the computed gradient, but not if it is applied to the second derivatives of the scheme. In the scheme \(A\) is computed from \(F\), and the terms \(-2BF\) and \(2(zz)FBM\) of the contracted integrand cancel for either sign of \(F\). Nor does this equation say anything about convergence: with \(\mathbf y=\mathbf z+v\mathbf T\), the contracted integrand is the second \(v\)-derivative of \((yy)(yy)^{-1}=1\), which vanishes node by node. Convergence must be judged by changing \(N\) or from \(\rho\).

## Isotropic limit

With Lamé constants \(\lambda,\mu\), \((yy)=\mu y^2+(\lambda+\mu)\mathbf y\mathbf y\). Inverting separately along and across \(\mathbf y\),

\[
(yy)^{-1}=\frac1\mu\left[\frac1{y^2}-\kappa\frac{\mathbf y\mathbf y}{y^4}\right],\qquad
\kappa=\frac{\lambda+\mu}{\lambda+2\mu}.
\]

At \(\mathbf y=\mathbf z\), \(M\) is quadratic in \(\mathbf z\) and contains the frequencies \(|k|\le1\). Two nodes therefore integrate it without error. The mean of \(\mathbf z\mathbf z\) is \((1-\mathbf T\mathbf T)/2\), which gives Kelvin's solution

\[
G=\frac1{4\pi\mu r}\left[1-\frac\kappa2(1-\mathbf T\mathbf T)\right].
\]

Setting \(\mathbf y=\mathbf z+v\mathbf T\), so that \(y^2=1+v^2\), and expanding in \(v\),

\[
F=\frac\kappa\mu(\mathbf z\mathbf T+\mathbf T\mathbf z),\qquad
A=\frac1\mu\left[-2-\kappa(2\mathbf T\mathbf T-4\mathbf z\mathbf z)\right].
\]

The gradient integrand is again quadratic in \(\mathbf z\), and two nodes suffice. The second-derivative integrand is quartic, has \(|k|\le2\), and needs three. For \(\lambda=100\), \(\mu=50\) GPa along [123], two nodes leave an error of 24% in \(\partial\partial G\); three leave only rounding.

## Loss of stability: the slow limit

The rate is not uniform over materials. Take \(\mathbf T\) along [001] in a cubic crystal, with \(S=C_{11}+C_{12}\), \(C'=(C_{11}-C_{12})/2\) and \(0<C'<C_{44}\). With \(c=\cos\psi\), \(s=\sin\psi\), displacement along [001] decouples with constant stiffness \(C_{44}\). The in-plane block has determinant

\[
(C_{11}c^2+C_{44}s^2)(C_{44}c^2+C_{11}s^2)-(C_{12}+C_{44})^2c^2s^2 .
\]

Using \(c^4+s^4=1-2c^2s^2\), this is \(C_{11}C_{44}+Dc^2s^2\), where

\[
D=(C_{11}-C_{44})^2-(C_{12}+C_{44})^2=-2S(C_{44}-C').
\]

Since \(c^2s^2=(1-\cos4\psi)/8\) and \(C_{11}=S/2+C'\), the determinant vanishes at

\[
\cos4\psi=1+\frac{8C_{11}C_{44}}D=-X,\qquad
X=\frac{2(1+2C'/S)}{1-C'/C_{44}}-1>1 .
\]

For \(\psi=\pi/4+i\eta\), \(\cos4\psi=-\cosh4\eta\). The other solutions have the same \(|\eta|\), so

\[
-\ln\rho=2|\eta|=\tfrac12\operatorname{arccosh}X .
\]

For small \(C'\), \(X-1\approx4C'/S+2C'/C_{44}\), and \(\operatorname{arccosh}(1+\epsilon)\approx\sqrt{2\epsilon}\) gives

\[
-\ln\rho\approx\sqrt{\frac{2C'}S+\frac{C'}{C_{44}}}.
\]

The pole approaches the real angle \(\pi/4\), where \(\mathbf z\) is along [110]. There the shear polarized along \([1\bar10]\) has stiffness \(C'\), so the slow convergence comes from a soft shear. The node count grows as \(C'^{-1/2}\).

At fixed \(S=290\) and \(C_{44}=75\) GPa, the last column lists the smallest \(N\) from which the error of \(G\), relative to 2000 nodes, stays below \(10^{-10}\) up to \(N=599\):

| \(C'\) (GPa) | \(\rho\) | nodes |
|---|---|---|
| 25 | 0.455 | 29 |
| 2.5 | 0.797 | 105 |
| 0.25 | 0.931 | 333 |

The estimate \(N\approx\ln(10^{10})/(-\ln\rho)\) gives \(23.03/0.0712\approx324\) for the last row, close to the count. The first row is the original crystal: [001] has \(\rho=0.455\), against 0.405 along [123], so \(N\) should be set for the slowest direction used.

## Choosing \(N\) and recognizing failure

For relative accuracy \(\varepsilon\), start from \(N\approx\ln(1/\varepsilon)/(-\ln\rho)\) and add nodes for derivatives. Alternatively, double \(N\): the old nodes are reused, and the new mean is half the sum of the old mean and that over the midpoints. The change collects the coefficients \(c_{mN}\) with odd \(m\), while the error of the coarser rule also contains \(c_{\pm2N}\). The change estimates that error once \(c_N+c_{-N}\) is large against terms of order \(\rho^{2N}\); otherwise it can be far smaller than the error. Small \(\rho^N\) does not guarantee this: along [001], with \(\mathbf m\) on a cube axis, the leading roots are \(\pm i\rho\), and for odd \(N\) and small \(C'\) the terms of order \(\rho^N\) nearly drop out of the real part. Because the leading coefficient has a phase, one small change can be accidental; two successive small changes are safer.

The residue formula gives \(G\) without quadrature, but it assumes simple roots. If a root is defective, there is a vector \(a_1\) with \(Q(t_\alpha)a_1+Q'(t_\alpha)a=0\). Multiplying by \(a^{\mathsf T}\) gives \(a^{\mathsf T}Q'a=0\), and the denominator of \(W_\alpha\) vanishes. The trapezoidal sum needs no such distinction, since its matrices are inverted at real angles.

If strong ellipticity fails, \((zz)\) can be singular on the real circle. The error bound then has no strip in which to apply, and a finite sum may still return a plausible number. Monitor the smallest eigenvalue of \((zz)\) over the nodes: a nonpositive value shows that the material model is outside the domain of the method. Positive values at the nodes of one circle do not prove strong ellipticity, which concerns all directions. A minimum far below the values at other angles can accompany slow convergence, as for the soft shear above, but its depth does not fix the rate; \(\rho\) does. In an isotropic medium with \(\mu\ll\lambda\), the smallest eigenvalue is \(\mu\) at every angle, and no extra nodes are needed.
